# Why the Lorenz condition restricts states, not operators, in Feynman gauge: verification in Python

```python
"""Result under test: in Feynman gauge the operator div4 = d.A obeys
[d.A(x), A_0(y)] = 4 pi i c delta(x-y) at equal times, so d.A = 0 is impossible
as an operator identity; its positive-frequency part may annihilate states.

Gaussian atomic units are used in the algebra; w = c t; xi = gauge parameter.
One standing mode: A_0 = q0 cos(kz), A_z = q3 sin(kz), volume V, omega = c k.
q0 = N(b+b'), q3 = i N(l-l'), [b,b'] = -1, [l,l'] = 1, prime = metric adjoint.
Lambda = amplitude of d.A = -i N k (L-L'), L = b-l.
Potentials are stored as energies of a unit positive charge (eV).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm, null_space
from sympy.calculus.euler import euler_equations

# ---------- Lagrangian: momentum of A_0 and equation for d.A ----------
w, x, y, z = coords = sp.symbols("w x y z", real=True)
k_s, xi_s = sp.symbols("k xi", positive=True)
A = [sp.Function("A%d" % m)(*coords) for m in range(4)]
J = [sp.Function("J%d" % m)(*coords) for m in range(4)]   # (rho, j/c)
div4 = sum(A[m].diff(coords[m]) for m in range(4))
electric = [-A[0].diff(coords[m]) - A[m].diff(w) for m in (1, 2, 3)]
magnetic = [A[3].diff(y) - A[2].diff(z),
            A[1].diff(z) - A[3].diff(x),
            A[2].diff(x) - A[1].diff(y)]
lag_free = (sum(e**2 for e in electric) - sum(m**2 for m in magnetic)
            - div4**2 / xi_s) / (8 * sp.pi)
lag = lag_free - J[0] * A[0] + sum(J[m] * A[m] for m in (1, 2, 3))

momentum = sp.diff(lag_free, A[0].diff(w))       # equals c * pi^0
assert sp.expand(momentum + div4 / (4 * sp.pi * xi_s)) == 0

field_eqs = [eq.lhs for eq in euler_equations(lag, A, coords)]
divergence = field_eqs[0].diff(w) - sum(
    field_eqs[m].diff(coords[m]) for m in (1, 2, 3))
wave_div4 = div4.diff(w, 2) - sum(div4.diff(s, 2) for s in (x, y, z))
current_div = sum(J[m].diff(coords[m]) for m in range(4))
residual = divergence - wave_div4 / (4 * sp.pi * xi_s) + current_div
assert sp.expand(residual.doit()) == 0

# ---------- model parameters and units ----------
angstrom = 1e-10
bohr = const.physical_constants["Bohr radius"][0] / angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
hbar_c = const.hbar * const.c / const.e / angstrom          # eV angstrom
e2 = const.e / (4 * np.pi * const.epsilon_0) / angstrom     # eV angstrom
edge = 1000.0                                            # angstrom
charge_scale = 10.0                                      # rho_0 V / e
volume = edge**3
k = 2 * np.pi / edge
omega = hbar_c * k                                       # eV
N = np.sqrt(4 * np.pi * e2 * hbar_c**2 / (omega * volume))   # eV
comm_formula = 8 * np.pi * e2 * hbar_c / volume          # eV^2/angstrom

# ---------- canonical mode dynamics from the original Lagrangian ----------
q0f, q3f = sp.Function("q0")(w), sp.Function("q3")(w)
v0, v3, s0, s3 = sp.symbols("v0 v3 s0 s3")
mode_density = lag_free.subs({A[0]: q0f * sp.cos(k_s * z), A[1]: 0,
                              A[2]: 0, A[3]: q3f * sp.sin(k_s * z)}).doit()
mode_density = mode_density.subs({q0f.diff(w): v0, q3f.diff(w): v3})
mode_density = sp.expand(mode_density.subs({q0f: s0, q3f: s3}))
mode_lag = sp.integrate(mode_density, (z, 0, 2 * sp.pi / k_s))
mode_lag = sp.simplify(mode_lag * k_s / (2 * sp.pi))
hess_s = sp.hessian(mode_lag, (v0, v3, s0, s3))
c_au = 1 / const.fine_structure
k_au, vol_au = k * bohr, volume / bohr**3


def canonical_commutators(xi, phase):
    """Return [Lambda(t),q0(0)]/i and [Lambda(t),Lambda(0)]/i in a.u."""
    hess = vol_au * np.array(hess_s.subs({k_s: k_au, xi_s: xi}).evalf(),
                             dtype=float)
    mass, mix, pot = (hess[:2, :2] / c_au**2, hess[:2, 2:] / c_au,
                      hess[2:, 2:])
    inv = np.linalg.inv(mass)
    velocity = np.hstack([-inv @ mix, inv])
    force = mix.T @ velocity + np.hstack([pot, np.zeros((2, 2))])
    generator = np.vstack([velocity, force])
    symplectic = np.block([[np.zeros((2, 2)), np.eye(2)],
                           [-np.eye(2), np.zeros((2, 2))]])
    lam = velocity[0] / c_au + k_au * np.array([0, 1, 0, 0])
    evolved = lam @ expm(generator * phase / (c_au * k_au)) @ symplectic
    return evolved[0], evolved @ lam


to_ev = hartree**2 / bohr
phase = 0.7
canonical = {}
for xi in (1.0, 3.0):
    equal_time = canonical_commutators(xi, 0.0)[0] * to_ev
    later, self_comm = canonical_commutators(xi, phase)
    canonical[xi] = equal_time
    assert np.isclose(equal_time, xi * comm_formula, rtol=1e-7)
    assert np.isclose(later * to_ev, xi * comm_formula * np.cos(phase),
                      rtol=1e-7)
    assert abs(self_comm) < 1e-8 * abs(later) * k_au

# ---------- Fock space with indefinite metric ----------
D = 10
lower = np.diag(np.sqrt(np.arange(1.0, D)), 1)
one = np.eye(D)
b, l = np.kron(lower, one), np.kron(one, lower)
eta = np.kron(np.diag((-1.0)**np.arange(D)), one)
level = np.add.outer(np.arange(D), np.arange(D)).ravel()
low = np.where(level <= 6)[0]                  # unaffected by truncation


def adj(op):
    return eta @ op.conj().T @ eta


def inner(left, right):
    return left.conj() @ eta @ right


L = b - l
q0 = N * (b + adj(b))
Lam = -1j * N * k * (L - adj(L))
E_long = N * k * (L + adj(L))
comm = Lam @ q0 - q0 @ Lam
identity = np.eye(D * D)
assert np.allclose(comm[:, low], 1j * canonical[1.0] * identity[:, low],
                   rtol=1e-7, atol=1e-12)
assert np.allclose((L @ adj(L) - adj(L) @ L)[:, low], 0, atol=1e-12)

vac = identity[:, 0]
physical = [vac]
for n in range(1, 6):
    cols, rows = np.where(level == n)[0], np.where(level == n - 1)[0]
    kernel = null_space(L[np.ix_(rows, cols)])
    assert kernel.shape[1] == 1
    state = np.zeros(D * D)
    state[cols] = kernel[:, 0]
    physical.append(state)
P = np.array(physical).T
gram = P.T @ eta @ P
assert np.allclose(gram, np.diag([1, 0, 0, 0, 0, 0]), atol=1e-12)
assert np.allclose(P.T @ eta @ Lam @ P, 0, atol=1e-12)
assert np.allclose(P.T @ eta @ E_long @ P, 0, atol=1e-12)

psi = physical[0] + 0.5 * physical[1] - 0.3 * physical[2]
assert np.isclose(inner(psi, comm @ psi), 1j * comm_formula,
                  rtol=1e-7, atol=1e-12)
assert np.allclose(L @ adj(b) @ vac, -vac)     # A_0 leaves physical space
product_1 = inner(vac, Lam @ q0 @ vac)
product_2 = inner(vac, q0 @ Lam @ vac)
assert np.isclose(product_1, 1j * N**2 * k, rtol=1e-10, atol=1e-15)
assert np.isclose(product_2, -1j * N**2 * k, rtol=1e-10, atol=1e-15)
lam_vac = Lam @ vac
assert np.linalg.norm(lam_vac) > N * k
assert abs(inner(lam_vac, lam_vac)) < 1e-15
# No state with at most six quanta is annihilated by the full Lambda.
smallest = np.linalg.svd(Lam[:, low] / (N * k), compute_uv=False)[-1]
assert smallest > 1e-6

# ---------- static charge wave: Gauss law and Coulomb energy ----------
g = charge_scale * N / 2
beta = g / omega
H = omega * (adj(l) @ l - adj(b) @ b) + g * (b + adj(b))
assert np.allclose((H @ L - L @ H)[:, low],
                   (-omega * (L - beta * identity))[:, low], atol=1e-10)
values, vectors = np.linalg.eig(H)
ground = np.argmin(values.real)
energy = values[ground].real
psi_q = vectors[:, ground]
assert abs(values[ground].imag) < 1e-8
assert np.linalg.norm((L - beta * identity) @ psi_q) < 1e-7
norm_q = inner(psi_q, psi_q).real
assert norm_q > 0
field = (inner(psi_q, E_long @ psi_q) / norm_q).real
lam_mean = inner(psi_q, Lam @ psi_q) / norm_q
assert abs(lam_mean) < 1e-9

points = 400
h = edge / points
grid = h * np.arange(points)
rho = charge_scale / volume * np.cos(k * grid)
eye = np.eye(points)
laplace = (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) / h**2
# The uniform term fixes the free constant of the periodic potential.
potential = np.linalg.solve(-laplace + np.ones((points, points))
                            / (points * h**2), 4 * np.pi * e2 * rho)
coulomb = 0.5 * volume * np.mean(rho * potential)
slope = (np.roll(potential, -1) - np.roll(potential, 1)) / (2 * h)
field_poisson = 2 * np.mean(-slope * np.sin(k * grid))
# Second-order differences at 400 points have relative errors below 1e-4.
assert np.isclose(energy, coulomb, rtol=2e-4)
assert np.isclose(field, field_poisson, rtol=2e-4)
assert np.isclose(energy, np.pi * e2 * charge_scale**2 / (k**2 * volume),
                  rtol=1e-7)
assert np.isclose(field, 4 * np.pi * e2 * charge_scale / (volume * k),
                  rtol=1e-7)

# ---------- printed numbers ----------
print(f"Box edge: {edge:.1f} angstrom")
print(f"Box volume: {volume:.4e} angstrom^3")
print(f"Charge scale rho_0 V: {charge_scale:.1f} elementary charges")
print(f"hbar c: {hbar_c:.4f} eV angstrom")
print(f"e^2 (Gaussian): {e2:.5f} eV angstrom")
print(f"Speed of light: {c_au:.4f} atomic units")
print(f"Wave number k: {k:.6e} 1/angstrom")
print(f"Mode energy omega: {omega:.5f} eV")
print(f"Potential amplitude N: {N:.6f} eV")
print(f"N k: {N*k:.6e} eV/angstrom")
print(f"Local coefficient 4 pi c: {4*np.pi*e2*hbar_c:.5e} eV^2 angstrom^2")
print(f"[Lambda,q0]/i, formula: {comm_formula:.6e} eV^2/angstrom")
print(f"[Lambda,q0]/i, canonical: {canonical[1.0]:.6e} eV^2/angstrom")
print(f"[Lambda,q0]/i, converted: {comm_formula/to_ev:.6e} hartree^2/bohr")
print(f"Commutator ratio xi=3 to xi=1: {canonical[3.0]/canonical[1.0]:.6f}")
print(f"<0|Lambda q0|0>/i: {product_1.imag:.6e} eV^2/angstrom")
print(f"<0|q0 Lambda|0>/i: {product_2.imag:.6e} eV^2/angstrom")
print("Physical-state norms, 0 to 5 quanta:",
      " ".join(f"{abs(v):.1f}" for v in np.diag(gram)))
print(f"Smallest singular value of Lambda/(N k), <=6 quanta: {smallest:.5f}")
print(f"Source coupling g: {g:.6f} eV")
print(f"Displacement beta: {beta:.6f} (dimensionless)")
print(f"Field amplitude from states: {field:.6e} eV/angstrom")
print(f"Field amplitude from Poisson: {field_poisson:.6e} eV/angstrom")
print(f"Energy from Fock matrix: {energy:.6f} eV")
print(f"Energy from Poisson: {coulomb:.6f} eV")
print(f"Coulomb energy converted: {energy/hartree:.6e} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
Box edge: 1000.0 angstrom
Box volume: 1.0000e+09 angstrom^3
Charge scale rho_0 V: 10.0 elementary charges
hbar c: 1973.2698 eV angstrom
e^2 (Gaussian): 14.39965 eV angstrom
Speed of light: 137.0360 atomic units
Wave number k: 6.283185e-03 1/angstrom
Mode energy omega: 12.39842 eV
Potential amplitude N: 0.238388 eV
N k: 1.497835e-03 eV/angstrom
Local coefficient 4 pi c: 3.57066e+05 eV^2 angstrom^2
[Lambda,q0]/i, formula: 7.141314e-04 eV^2/angstrom
[Lambda,q0]/i, canonical: 7.141314e-04 eV^2/angstrom
[Lambda,q0]/i, converted: 5.103615e-07 hartree^2/bohr
Commutator ratio xi=3 to xi=1: 3.000000
<0|Lambda q0|0>/i: 3.570657e-04 eV^2/angstrom
<0|q0 Lambda|0>/i: -3.570657e-04 eV^2/angstrom
Physical-state norms, 0 to 5 quanta: 1.0 0.0 0.0 0.0 0.0 0.0
Smallest singular value of Lambda/(N k), <=6 quanta: 0.80318
Source coupling g: 1.191939 eV
Displacement beta: 0.096136 (dimensionless)
Field amplitude from states: 2.879929e-04 eV/angstrom
Field amplitude from Poisson: 2.879870e-04 eV/angstrom
Energy from Fock matrix: 0.114589 eV
Energy from Poisson: 0.114591 eV
Coulomb energy converted: 4.211058e-03 hartree
ALL CHECKS PASSED
```
